# Orbital Symmetry and Tunneling Channels at Zero Transverse Wavevector

## Two numbers to explain

A model barrier has four atomic layers, with one s, three p and five d orbitals on each atom. At zero transverse wavevector, an electron that enters through the s, $p_z$ or $d_{3z^2-r^2}$ orbitals and leaves through the same group has transmission $1.90\times10^{-5}$. The largest transmission between different groups of orbitals, defined below, is about $3\times10^{-30}$ of the total, which is zero to rounding. At the transverse wavevector $(0.5,0.2)/a$, where $a$ is the lateral period, such transfers make up 2.4% of the total.

The zero follows from symmetry, and the same argument tells us which orbitals form each group.

## Setting and conventions

Transport runs along $z$, the fourfold axis of a layered crystal. The axes $x$ and $y$ are normal to the two axial mirrors. We assume:

- the transverse wavevector $\mathbf k_\parallel$ is zero;
- spin-orbit coupling is absent and any magnetization is collinear, so each spin can be treated separately;
- electrodes, interfaces and barrier share the symmetry $C_{4v}$;
- each operation maps every atomic sublattice onto itself within its own layer.

The eight operations are the identity $E$, the half turn $C_2$, two quarter turns $C_4^{\pm1}$, two axial mirrors ($x\to-x$ and $y\to-y$), and two diagonal mirrors ($x\leftrightarrow y$ and $x\leftrightarrow-y$). They act on functions by
$$(g\phi)(\mathbf r)=\phi(g^{-1}\mathbf r).$$
The quarter turn takes $(x,y)$ to $(-y,x)$. Its inverse takes $(x,y)$ to $(y,-x)$, so the function $x$ becomes $y$, and the function $y$ becomes $-x$.

## The five channels

In a one-dimensional representation each operation is a number. Let $c$ represent $C_4$ and $s$ the mirror $y\to-y$. Two reflections give the identity, so $s^2=1$. Reflecting, turning and reflecting again reverses the turn, so $scs=c^{-1}$. Numbers commute, hence $c=c^{-1}$ and $c=\pm1$. The two free signs give four representations.

The squared dimensions of all irreducible representations add up to the number of operations, eight. The remainder, $8-4=4$, leaves one two-dimensional representation, realized by the pair $(x,y)$. Its traces are 2 for $E$, $-2$ for $C_2$, and zero otherwise.

The diagonal mirror $x\leftrightarrow y$ is the axial mirror $y\to-y$ followed by $C_4$, so its number is $cs$.

| Channel | $E$ | $C_2$ | $C_4^{\pm1}$ | axial | diagonal |
|---|---|---|---|---|---|
| $\Delta_1$ | 1 | 1 | 1 | 1 | 1 |
| $\Delta_{1'}$ | 1 | 1 | 1 | −1 | −1 |
| $\Delta_2$ | 1 | 1 | −1 | 1 | −1 |
| $\Delta_{2'}$ | 1 | 1 | −1 | −1 | 1 |
| $\Delta_5$ | 2 | −2 | 0 | 0 | 0 |

## From one orbital to a whole layer

A tunneling state extends over the layer, so we must show that it inherits the symmetry of its orbital. For orbital $\phi_\mu$ at position $\boldsymbol\tau$ in the lateral cell, the Bloch sum at $\mathbf k_\parallel=0$ is, up to normalization,
$$\Phi_\mu(\mathbf r)=\sum_{\mathbf R}\phi_\mu(\mathbf r-\mathbf R-\boldsymbol\tau).$$
Acting with $g$ gives
$$g\Phi_\mu(\mathbf r)=\sum_{\mathbf R}\phi_\mu\big(g^{-1}(\mathbf r-g\mathbf R-g\boldsymbol\tau)\big)=\sum_{\mathbf R}(g\phi_\mu)(\mathbf r-g\mathbf R-g\boldsymbol\tau).$$
By assumption $g\boldsymbol\tau=\boldsymbol\tau+\mathbf R_0$, with $\mathbf R_0$ a lattice vector. As $\mathbf R$ runs over the lattice, so does $\mathbf R'=g\mathbf R+\mathbf R_0$. With $g\phi_\mu=\sum_\nu\phi_\nu D_{\nu\mu}(g)$, we get
$$g\Phi_\mu=\sum_\nu\Phi_\nu D_{\nu\mu}(g).$$
The layer state transforms as the single orbital does. At nonzero $\mathbf k_\parallel$ the sum carries phases $e^{i\mathbf k_\parallel\cdot\mathbf R}$, and $g$ changes the wavevector to $g\mathbf k_\parallel$.

The sublattice condition matters. Suppose equal atoms sit at $(a/2,0)$ and $(0,a/2)$. A quarter turn exchanges them, up to lattice vectors. The sum of their s orbitals is $\Delta_1$. Their difference changes sign under quarter turns and diagonal mirrors but not under axial mirrors, so it is $\Delta_2$. An s orbital can then enter a channel that the single-site rule closes to s orbitals.

## Classification by azimuthal number

About the $z$ axis, orbitals depend on the azimuth $\varphi$ as $\cos m\varphi$ or $\sin m\varphi$, with $m\ge0$. The quarter turn replaces $\varphi$ by $\varphi-\pi/2$:
$$C_4\cos m\varphi=\cos\frac{m\pi}{2}\cos m\varphi+\sin\frac{m\pi}{2}\sin m\varphi,$$
$$C_4\sin m\varphi=\cos\frac{m\pi}{2}\sin m\varphi-\sin\frac{m\pi}{2}\cos m\varphi.$$
The mirror $y\to-y$ reverses $\varphi$, leaving the cosine unchanged and reversing the sine.

**Odd $m$.** Here $\cos(m\pi/2)=0$, so $C_4$ turns cosine into plus or minus sine. The mirror has different eigenvalues on the two functions, so a line invariant under it must be the cosine or the sine line. The quarter turn exchanges these lines. No invariant line exists, and the pair is the irreducible $\Delta_5$.

**Even $m$.** Here $\sin(m\pi/2)=0$, and both functions are multiplied by $c=(-1)^{m/2}$. With $s=1$ for cosine and $s=-1$ for sine, the table gives:

- $m=0,4,\dots$: cosine in $\Delta_1$, sine in $\Delta_{1'}$ (for $m=0$ there is no sine);
- $m=2,6,\dots$: cosine in $\Delta_2$, sine in $\Delta_{2'}$.

In spherical coordinates, $xz$ and $yz$ vary as $\cos\varphi$ and $\sin\varphi$, while
$$x^2-y^2=r^2\sin^2\theta\cos2\varphi,\qquad xy=\tfrac12r^2\sin^2\theta\sin2\varphi.$$
The classification is therefore:

- $\Delta_1$: s, $p_z$, $d_{3z^2-r^2}$, all with $m=0$;
- $\Delta_5$: the pairs $(p_x,p_y)$ and $(d_{xz},d_{yz})$, with $m=1$;
- $\Delta_2$: $d_{x^2-y^2}$;
- $\Delta_{2'}$: $d_{xy}$.

The channel $\Delta_{1'}$ needs $\sin4\varphi$ or a higher multiple of four. Since $m\le l$, it first appears at $l=4$ for an orbital on a single site. On the exchanged sites $(a/2,0)$ and $(0,a/2)$ it appears earlier: the two $d_{xy}$ orbitals there give $\Delta_{1'}$ and $\Delta_{2'}$.

A count of traces checks that nothing is missing. For the nine orbitals together, the traces in the order of the table are $9,1,1,3,3$. Weighting by class sizes $1,1,2,2,2$, the number of $\Delta_1$ representations is
$$\frac{9+1+2+6+6}{8}=3.$$
Likewise $\Delta_2$ gives $(9+1-2+6-6)/8=1$, $\Delta_{2'}$ gives $(9+1-2-6+6)/8=1$, $\Delta_{1'}$ gives $(9+1+2-6-6)/8=0$, and $\Delta_5$ gives $(18-2)/8=2$. The dimensions add up: $3+1+1+2\times2=9$.

The names $\Delta_2$ and $\Delta_{2'}$ depend on the axes. With axes turned by 45 degrees, $x=(X-Y)/\sqrt2$ and $y=(X+Y)/\sqrt2$, so
$$x^2-y^2=-2XY,\qquad xy=\tfrac12(X^2-Y^2).$$
The two labels are exchanged. If two crystals are stacked with a 45-degree turn between their cubic axes, one common set of axes must be used for matching channels.

## Why the channels do not mix

The Hamiltonian $H$ and the contacts are unchanged by $g$, and so is the Green function $G$ of the barrier with its contacts. For states $|A\rangle$ and $|B\rangle$ in one-dimensional channels with real characters $\chi_A$ and $\chi_B$,
$$\langle A|G|B\rangle=\langle gA|G|gB\rangle=\chi_A(g)\chi_B(g)\langle A|G|B\rangle.$$
Two different channels have opposite characters for some $g$. The element then equals its own negative and vanishes. Between $\Delta_5$ and any other channel, $C_2$ supplies the opposite signs. Within $\Delta_5$, the mirror $y\to-y$ separates $(p_x,d_{xz})$ from $(p_y,d_{yz})$. The quarter turn carries the first set into the second, so their transmissions are equal.

Let $\Gamma_L$ and $\Gamma_R$ be the broadening matrices of the contacts. With s, p and d orbitals only, on sublattices that every operation maps onto themselves, $\Delta_{1'}$ is absent, and
$$T=\mathrm{Tr}\,[\Gamma_LG\Gamma_RG^\dagger]=T_{\Delta_1}+2T_{\Delta_5}+T_{\Delta_2}+T_{\Delta_{2'}},$$
where $T_{\Delta_5}$ belongs to one partner. If an electrode has no propagating $\Delta_1$ state for one spin at the given energy, that spin has no $\Delta_1$ transmission at $\mathbf k_\parallel=0$. This is symmetry filtering.

Orbitals inside one channel may mix, as the model shows. Each atom has four neighbors in the next layer, at $(\pm a/2,\pm a/2,0.6a)$. The squared bond length is $(0.25+0.25+0.36)a^2=0.86a^2$, and the direction cosine along $z$ is $n=0.6/\sqrt{0.86}=0.647$. The s–$p_z$ hopping along a bond is 0.030 hartree times $n$, so the layer coupling is
$$4\times0.030\times0.647=0.078\ \text{hartree}.$$
For s–$p_x$, $n$ is replaced by the cosine along $x$, which is positive for two neighbors and negative for two. The sum is zero.

## Reading the model transmissions

The electron energy is 0, below every level of the isolated barrier at the two transverse wavevectors used. Both end layers have contacts of width 0.10 hartree coupled equally to all orbitals. These contacts have no band structure of their own, so the example shows filtering by the barrier and not the spin polarization of an electrode.

| Channel | $T$, 4 layers | $T$, 6 layers | Reduction per layer |
|---|---|---|---|
| $\Delta_1$ | $1.90\times10^{-5}$ | $5.29\times10^{-8}$ | 19 |
| $\Delta_5$, each partner | $1.48\times10^{-10}$ | $2.52\times10^{-16}$ | 766 |
| $\Delta_2$ | $3.59\times10^{-9}$ | $8.31\times10^{-14}$ | 208 |
| $\Delta_{2'}$ | $3.04\times10^{-11}$ | $3.55\times10^{-17}$ | 926 |

The last column is the square root of the ratio of the two transmissions. For $\Delta_5$ it is not a fixed decay rate: between 10 and 12 layers the same quantity is 978. The coupled $p_x$ and $d_{xz}$ orbitals have a complex-conjugate pair of decay factors at this energy, so the reduction from one layer to the next oscillates with thickness, although the transmission itself keeps falling.

The $\Delta_2$ value can be derived by hand, because this channel has one orbital per layer. Let $\varepsilon$ be its energy including in-plane hopping, and $t$ its total hopping to the next layer. At zero energy the amplitudes obey
$$\varepsilon f_j+t(f_{j+1}+f_{j-1})=0.$$
The trial form $f_j=(\mp1)^je^{-\lambda j}$, with the upper sign for $t>0$, gives $2\cosh\lambda=\varepsilon/|t|$. Transmission falls by $e^{2\lambda}$ per layer once the barrier is thick enough for reflections between its ends to be negligible.

For an in-plane bond along $x$, we split the orbital into parts with definite symmetry about the bond:
$$x^2-y^2=\tfrac12(2x^2-y^2-z^2)-\tfrac12(y^2-z^2).$$
After normalization the weights are $3/4$ for the $\sigma$ part and $1/4$ for the $\delta$ part. The hoppings are $-0.030$ and $-0.005$ hartree, and in-plane bonds carry a factor 0.50. Four neighbors and the d energy 0.60 give
$$\varepsilon=0.60+4\times0.50\,[0.75(-0.030)+0.25(-0.005)]=0.5525\ \text{hartree}.$$

For a bond to the next layer, let $X$ lie along its lateral direction and $Y$ at right angles. The orbital is then proportional to $XY$. Let $u$ be the coordinate along the bond, and $v$ the one normal to both $u$ and $Y$. With $\beta$ the angle between bond and $z$ axis, $X=u\sin\beta+v\cos\beta$, so
$$XY=\sin\beta\,uY+\cos\beta\,vY.$$
The first part is $\pi$, with hopping 0.020 hartree; the second is $\delta$. Since $\cos^2\beta=0.36/0.86=0.4186$,
$$t=4\,[0.5814\times0.020+0.4186\times(-0.005)]=0.0381\ \text{hartree}.$$
Hence $2\cosh\lambda=14.49$, $e^\lambda=14.42$ and $e^{2\lambda}=208$, in agreement with the table. The decay rate thus comes from energies and hoppings. Symmetry fixes which of them enter.

## Vacuum as a second case

In vacuum, symmetry does restrict the decay. Let the potential lie $W$ above the electron energy. A lateral wave with reciprocal vector $\mathbf G$ has the form $e^{i\mathbf G\cdot\boldsymbol\rho-\kappa z}$, where $\boldsymbol\rho=(x,y)$. In atomic units the Schrödinger equation gives
$$\tfrac12(G^2-\kappa^2)=-W,\qquad\kappa=\sqrt{2W+G^2}.$$

Take a square layer with primitive edges $a$ along $x$ and $y$, and $g_0=2\pi/a$. The constant wave, $G=0$, is unchanged by every operation and belongs to $\Delta_1$. The four waves with $G=g_0$ combine into $\cos g_0x+\cos g_0y$ in $\Delta_1$, $\cos g_0x-\cos g_0y$ in $\Delta_2$, and $(\sin g_0x,\sin g_0y)$ in $\Delta_5$. None is left for $\Delta_{2'}$, which starts with $\sin g_0x\sin g_0y$ at $G=\sqrt2\,g_0$.

For $a=5.0$ bohr and $W=0.20$ hartree, $g_0=1.257$ bohr$^{-1}$. The smallest decay constants are
$$\kappa_{\Delta_1}=\sqrt{0.40}=0.632\ \text{bohr}^{-1},$$
$$\kappa_{\Delta_2}=\kappa_{\Delta_5}=\sqrt{0.40+1.579}=1.407\ \text{bohr}^{-1},$$
$$\kappa_{\Delta_{2'}}=\sqrt{0.40+3.158}=1.886\ \text{bohr}^{-1}.$$
In the same order these are 12.0, 26.6 and 35.6 nm$^{-1}$. Over $d=10$ bohr the factor $e^{-2\kappa d}$ is $3.2\times10^{-6}$ for $\Delta_1$ and $6.0\times10^{-13}$ for $\Delta_2$ and $\Delta_5$. These are exponential factors, not full transmissions.

With the primitive edges along $x$ and $y$, vacuum gives $\Delta_2$ and $\Delta_5$ the same smallest $\kappa$, whereas the model crystal separates them. If the primitive edges lie along the diagonals, as for an fcc (001) layer in cubic axes, the labels exchange: $\Delta_{2'}$ shares the smallest $\kappa$ of $\Delta_5$, and $\Delta_2$ decays faster. In a crystalline barrier, group theory alone does not single out $\Delta_1$ as the slowest channel; the evanescent states of that crystal decide.

## Where the separation fails

**Nonzero transverse wavevector.** The s–$p_x$ coupling to the next layer, which vanished above, becomes proportional to
$$\sum_{\pm,\pm}(\pm1)\,e^{i(\pm k_xa/2\pm k_ya/2)}=4i\sin\frac{k_xa}{2}\cos\frac{k_ya}{2},$$
where the prefactor has the sign of the neighbor's $x$ coordinate. For small $k_x$ this coupling is linear in $k_x$, so the transfer probability it causes starts quadratically. At $(0.5,0.2)/a$ all transfers between the sets, including those between the $\Delta_5$ partners, make up the 2.4% quoted at the start. A junction current sums over $\mathbf k_\parallel$ and therefore includes such mixing.

**Spin-orbit coupling.** This contains the orbital operator $L_x=-i(y\partial_z-z\partial_y)$, in units of $\hbar$. It gives $L_xy=iz$, which connects $p_y$ to $p_z$ with magnitude 1. It also gives
$$L_x(yz)=i(z^2-y^2)=\tfrac i2(2z^2-x^2-y^2)+\tfrac i2(x^2-y^2).$$
After normalization, the element between $d_{yz}$ and $d_{3z^2-r^2}$ has magnitude $\sqrt3$. Both elements join $\Delta_5$ to $\Delta_1$, and the last term also joins $\Delta_5$ to $\Delta_2$. Orbital channels are then approximate labels. If $\Delta_1$ dominates the total transmission, a coupling that is weak compared with the relevant energy separations changes that total little. Electrons entering through $\Delta_5$ are more sensitive: in a thick barrier where $\Delta_1$ decays more slowly, even weak coupling can let them leak into $\Delta_1$ and leave mainly through it.

**Lower structural symmetry.** Disorder, steps or a distorted interface can remove the operations used in the proof. A matrix element that vanished because of a lost operation may then be nonzero. The numerical output below lists the full classification, the model parameters, the transmissions for four and six layers, and the vacuum decay constants.

## Values computed for the example and the checks

```
CLASSIFICATION BY PROJECTION (dimensionless)
s       -> Delta1
px      -> Delta5
py      -> Delta5
pz      -> Delta1
dxy     -> Delta2'
dyz     -> Delta5
dxz     -> Delta5
dx2-y2  -> Delta2
dz2     -> Delta1
spd multiplicities: {'Delta1': 3, "Delta1'": 0, 'Delta2': 1, "Delta2'": 1, 'Delta5': 2}
l=0 multiplicities: {'Delta1': 1, "Delta1'": 0, 'Delta2': 0, "Delta2'": 0, 'Delta5': 0}
l=1 multiplicities: {'Delta1': 1, "Delta1'": 0, 'Delta2': 0, "Delta2'": 0, 'Delta5': 1}
l=2 multiplicities: {'Delta1': 1, "Delta1'": 0, 'Delta2': 1, "Delta2'": 1, 'Delta5': 1}
l=3 multiplicities: {'Delta1': 1, "Delta1'": 0, 'Delta2': 1, "Delta2'": 1, 'Delta5': 2}
l=4 multiplicities: {'Delta1': 2, "Delta1'": 1, 'Delta2': 1, "Delta2'": 1, 'Delta5': 2}
45-degree turn: |<dxy|turn|dx2-y2>| = 1.000000
s on two exchanged edge sites: {'Delta1': 1, "Delta1'": 0, 'Delta2': 1, "Delta2'": 0, 'Delta5': 0}
|<pz|Lx|py>| = 1.000000 hbar; |<dz2|Lx|dyz>| = 1.732051 hbar
MODEL BARRIER: energies in hartree, lengths in lateral period a
onsite s,p,d = 0.50, 0.80, 0.60
layer spacing = 0.60 a; contact width = 0.10
in-plane hopping factor = 0.50; energy = 0.0
bond hoppings (hartree), bond along z:
  s-s -0.030; s-pz 0.030; s-dz2 -0.020; pz-pz 0.030; px-px -0.010
  py-py -0.010; pz-dz2 -0.030; px-dxz 0.010; py-dyz 0.010; dz2-dz2 -0.030
  dxz-dxz 0.020; dyz-dyz 0.020; dxy-dxy -0.005; dx2-y2-dx2-y2 -0.005
interlayer |s-pz|, |s-dz2|, |px-dxz| = 0.077640, 0.010233, 0.028258
4 layers, k=0: lowest barrier level = 0.236425 hartree
  T(Delta1) = 1.90453e-05
  T(Delta5x) = 1.47592e-10
  T(Delta5y) = 1.47592e-10
  T(Delta2) = 3.58863e-09
  T(Delta2') = 3.04184e-11
  total T = 1.90492e-05; largest cross T/total = 2.8e-30
6 layers, k=0: lowest barrier level = 0.218056 hartree
  T(Delta1) = 5.29424e-08
  T(Delta5x) = 2.51773e-16
  T(Delta5y) = 2.51773e-16
  T(Delta2) = 8.30689e-14
  T(Delta2') = 3.55085e-17
  total T = 5.29425e-08; largest cross T/total = 2.8e-30
4 layers, k=(0.5,0.2)/a: cross T/total = 2.41493e-02
VACUUM: a = 5.0 bohr; W = 0.20 hartree; thickness = 10.0 bohr
Delta1: G star (0, 0), |G| = 0.00000/bohr, kappa = 0.63246/bohr
  kappa = 11.952/nm; exp(-2 kappa d) = 3.21041e-06
Delta5: G star (1, 0), |G| = 1.25664/bohr, kappa = 1.40682/bohr
  kappa = 26.585/nm; exp(-2 kappa d) = 6.03302e-13
Delta2: G star (1, 0), |G| = 1.25664/bohr, kappa = 1.40682/bohr
  kappa = 26.585/nm; exp(-2 kappa d) = 6.03302e-13
Delta2': G star (1, 1), |G| = 1.77715/bohr, kappa = 1.88634/bohr
  kappa = 35.647/nm; exp(-2 kappa d) = 4.12545e-17
```
